# Image error in the ionization energy of lithium in a periodic box

## Problem

A plane-wave calculation treats every system as periodic. To obtain the ionization energy of a lithium atom, one places the atom, and then the ion Li⁺, in an otherwise empty cubic cell of edge $L=15$ Å, and computes

$$I=E(\mathrm{Li}^+)-E(\mathrm{Li}).$$

A periodic array of ions would have infinite energy per cell, so a uniform background of charge $-e$ per cell is added. The average electrostatic potential of the cell is set to zero.

(a) Does the periodic array make the computed $I$ too large or too small, and by how much at leading order in $1/L$?

(b) How large is the next term?

(c) When does the answer change?

Charges are counted in units of $e$: the ion has charge $q=+1$, and electrons count as negative. Lengths are in Å, energies in eV, and $k=e^2/(4\pi\varepsilon_0)=14.40$ eV Å. Atom and ion are taken as spherical, with negligible overlap between neighbouring cells. The exchange energy is assumed free of image terms, as with a local density functional; this assumption is examined under (c).

## First estimate by scaling

If the ion is much smaller than the cell, the only length left in the electrostatic problem is $L$. The error must then be a pure number times

$$\frac{kq^2}{L}=\frac{14.40}{15}\ \text{eV}=0.96\ \text{eV}.$$

To find the sign and a rough prefactor, replace the cubic cell by a sphere of the same volume, with radius

$$R=\left(\frac{3}{4\pi}\right)^{1/3}L=0.6204\,L=9.31\ \text{Å}.$$

The sphere holds a point charge $q$ at its centre and a uniform charge $-q$. It is neutral and spherical, so it has no field outside. Spheres of this radius at spacing $L$ would overlap slightly; the estimate ignores this and treats each sphere as isolated. Its energy has two parts.

The uniform charge has density $-3q/(4\pi R^3)$. Its potential at the centre is

$$-k\int_0^R\frac{3q}{4\pi R^3}\,\frac{4\pi r^2}{r}\,dr=-\frac{3kq}{2R},$$

so the point charge contributes $-\tfrac32kq^2/R$. Building up the uniform charge shell by shell, with charge $-q\,r^3/R^3$ already inside radius $r$, costs

$$k\int_0^R\frac1r\left(\frac{qr^3}{R^3}\right)\left(\frac{3qr^2}{R^3}\right)dr=\frac{3kq^2}{5R}.$$

The sum is

$$\Delta E\approx-\frac{9}{10}\frac{kq^2}{R}=-1.45\,\frac{kq^2}{L}=-1.39\ \text{eV}.$$

The ion sits in the middle of its own compensating charge, and this attraction outweighs the background's self-repulsion. The energy of the ion is too low. A neutral atom needs no background, so the ionization energy should also be too low, by roughly 1.4 eV.

## Exact solution

### The energy shift as an integral

Let $\psi(\mathbf r)$ be the potential, divided by $k$, of unit charges on all lattice points $\mathbf R$ together with their uniform background:

$$\nabla^2\psi=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\right],\qquad \int_{\rm cell}\psi\,d^3r=0.$$

An ion with charge density $\rho$ (nucleus and electrons, total $q$) produces the potential $\phi(\mathbf r)=k\int\psi(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^3r'$, which includes that of the background. The energy per cell is

$$\frac12\int_{\rm cell}\left[\rho(\mathbf r)-\frac q{L^3}\right]\phi(\mathbf r)\,d^3r=\frac12\int\rho\,\phi\,d^3r.$$

The background term drops out because $\phi$ averages to zero. For the free ion, $\psi$ is replaced by $1/r$. Define the regular difference

$$w(\mathbf r)=\psi(\mathbf r)-\frac1r .$$

In a variational mean-field method, the first-order change of the energy is obtained with the density of the free ion:

$$\Delta E=\frac k2\iint\rho(\mathbf r)\,w(\mathbf r-\mathbf r')\,\rho(\mathbf r')\,d^3r\,d^3r'. \tag{1}$$

The infinite self-energy of the point nucleus is left out of both systems. Its finite interaction with its own images and background is kept, through $w(0)$.

For an ion small compared with $L$, $w$ may be replaced by $w(0)$. By dimensions $w(0)=-\alpha/L$, where $\alpha$ is a pure number, the Madelung constant of this lattice. Hence

$$\Delta E_1=-\frac{\alpha kq^2}{2L}. \tag{2}$$

The factor $\tfrac12$ is present because the images and the background are created by the ion itself.

### The Madelung constant

Surround every point charge by a Gaussian cloud of opposite charge, and add the same clouds back. A unit cloud of density $(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$ has potential $\operatorname{erf}(\eta r)/r$ and Fourier transform $e^{-G^2/4\eta^2}$. A point minus its cloud therefore has the short-ranged potential $\operatorname{erfc}(\eta r)/r$. The clouds with the background are summed over reciprocal vectors $\mathbf G$, where Poisson's equation supplies the factor $4\pi/G^2$:

$$\psi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\sum_{\mathbf G\ne0}\frac{4\pi}{L^3G^2}e^{-G^2/4\eta^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta^2L^3}.$$

The last term makes the average vanish. The second sum has zero average, since $\mathbf G=0$ is absent, but the first has the average

$$\frac1{L^3}\int_0^\infty\frac{\operatorname{erfc}(\eta r)}r\,4\pi r^2dr=\frac{4\pi}{\eta^2L^3}\int_0^\infty x\operatorname{erfc}x\,dx=\frac{\pi}{\eta^2L^3}.$$

The integral over $x$ is done by parts: $\int_0^\infty x\operatorname{erfc}x\,dx=\frac1{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\frac14$.

Now subtract $1/r$ and let $r\to0$. The term $\mathbf R=0$ becomes

$$\frac{\operatorname{erfc}(\eta r)-1}{r}=-\frac{\operatorname{erf}(\eta r)}r\to-\frac{2\eta}{\sqrt\pi}.$$

The result does not depend on $\eta$, because the clouds were added and removed. Choose $\eta=\sqrt\pi/L$, and write $\mathbf R=L\mathbf n$ and $\mathbf G=2\pi\mathbf n/L$ with integer vectors $\mathbf n$. Then

$$\frac{G^2}{4\eta^2}=\pi n^2,\qquad \frac{4\pi}{L^3G^2}=\frac1{\pi n^2L},\qquad \frac{2\eta}{\sqrt\pi}=\frac2L,\qquad \frac\pi{\eta^2L^3}=\frac1L,$$

and multiplication of $w(0)$ by $L$ gives

$$-\alpha=-3+\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}n+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$

The sum converges so fast that three shells suffice. Each contribution below includes all members of its shell.

| $n^2$ | members | first term | second term | running total |
|---|---|---|---|---|
| 1 | 6 | 0.073133 | 0.082533 | −2.844334 |
| 2 | 12 | 0.003333 | 0.003567 | −2.837435 |
| 3 | 8 | 0.000065 | 0.000068 | −2.837301 |

The converged value is $\alpha=2.8373$. Equation (2) becomes

$$\Delta E_1=-\frac{2.8373\times14.40}{2\times15}\ \text{eV}=-1.36\ \text{eV}.$$

### The size of the ion, and the neutral atom

For $r<L$ no other lattice point is reached, and the equation for $\psi$ gives $\nabla^2w=4\pi/L^3$. Since $\nabla^2r^2=6$,

$$w(\mathbf r)=-\frac\alpha L+\frac{2\pi r^2}{3L^3}+h(\mathbf r),\qquad\nabla^2h=0,\quad h(0)=0.$$

For spherical densities $h$ contributes nothing to (1). By the mean-value property of harmonic functions, averaging $h(\mathbf r-\mathbf r')$ over the directions of $\mathbf r'$ gives $h(\mathbf r)$, and averaging that over the directions of $\mathbf r$ gives $h(0)=0$. This requires $r+r'<L$ wherever the densities matter.

For the quadratic term, write $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ and define $Q=\int\rho\,r^2d^3r$. Each of the first two terms integrates to $qQ$. The third vanishes, because a spherical density has no dipole. With the factor $k/2$ from (1),

$$\Delta E=-\frac{\alpha kq^2}{2L}+\frac{2\pi kqQ}{3L^3}. \tag{3}$$

The nucleus lies at the origin, so only the two electrons contribute to $Q$, which is negative. In the Hartree–Fock approximation with a basis of 11 s-type Gaussians $Q=-0.250$ Å$^2$ (a converged basis gives $-0.249$ Å$^2$), and the second term is

$$\frac{2\pi\times14.40\times(-0.250)}{3\times15^3}\ \text{eV}=-0.0022\ \text{eV}.$$

It is about 600 times smaller than the first. This value refers to an all-electron calculation. If a pseudopotential removes the 1s electrons, they no longer enter $Q$, and the $L^{-3}$ term depends on how the ionic core is treated against the background.

For the neutral atom $q=0$, and both terms of (3) vanish, although its own $Q$ is not zero. The whole error of $I$ therefore comes from the ion:

$$I_{\rm box}=I_{\rm free}-1.362\ \text{eV}-0.002\ \text{eV}.$$

The remedy is to add $\alpha k/(2L)=1.36$ eV to the computed ionization energy.

The neglected response of the electrons is smaller still. The constant part of $w$ shifts orbital energies without changing orbitals. The part that can deform a spherical ion while keeping it spherical is the $r^2$ term, of order $L^{-3}$, and its second-order effect on the energy is of order $L^{-6}$.

## Comparison

| | prefactor of $kq^2/L$ | shift at 15 Å (eV) |
|---|---|---|
| dimensions alone | 1, sign unknown | 0.96 in size |
| equal-volume sphere | −1.451 | −1.39 |
| cubic lattice | −1.419 | −1.36 |

Dimensional analysis gives the order of magnitude. The sphere adds the sign and comes within about 2 % of the lattice result; the difference comes from the shape of the cell and from the interaction between neighbouring cells, which the isolated sphere leaves out.

Equation (3) can be compared with a self-consistent Hartree–Fock calculation for atom and ion. Its periodic Coulomb integrals are summed directly over reciprocal vectors, without use of $\alpha$; exchange is evaluated in free space, and orbital overlap between cells is left out. The free ionization energy is 5.341 eV and the value in the box is 3.977 eV, a shift of −1.364 eV, which agrees with the two terms of (3). After the leading correction the box gives 5.339 eV, and the missing 0.002 eV is the size term. These ionization energies use the same 11 s-type Gaussians. A converged basis raises the free value by 0.002 eV, to 5.343 eV; a larger basis leaves the shift of −1.364 eV unchanged.

The same calculation at other edges shows the slow decay:

| $L$ (Å) | computed shift (eV) | leading term (eV) |
|---|---|---|
| 12 | −1.707 | −1.702 |
| 15 | −1.364 | −1.362 |
| 20 | −1.022 | −1.021 |

Enlarging the box is a poor cure. Since $\alpha k/2=20.4$ eV Å, an uncorrected error of 0.01 eV would require $L\approx2000$ Å. With the leading correction, the error left at 15 Å is already smaller than that.

### When the answer changes

**Other charges.** The leading term depends on $q^2$. A compact ion of charge $+2$ is lowered by four times as much, 5.4 eV. A compact anion of charge $-1$ is also lowered by 1.36 eV at leading order (the size term in (3) is then positive and much larger than for Li⁺: with Hartree–Fock densities at 15 Å it is about +0.04 eV for F⁻, +0.10 eV for Cl⁻ and +0.2 eV for the diffuse Li⁻), so an electron affinity $E(\text{neutral})-E(\text{anion})$ comes out too high.

**Periodic exact exchange.** Suppose that the exchange energy, too, is evaluated with $\psi$, at a single wave vector and with the $\mathbf G=0$ term omitted. The constant $w(0)$ then adds, for $N$ electrons in orthonormal orbitals $i,j$ of like spin,

$$-\frac k2\,w(0)\sum_{ij}\delta_{ij}=+\frac{\alpha kN}{2L}.$$

The ion has $N=2$ and the atom $N=3$, so $I$ changes by a further $-\alpha k/(2L)$. The leading error doubles to −2.72 eV, and the neutral atom is no longer free of error. The $r^2$ part of $w$ also enters the exchange energy, mainly through the diffuse 2s orbital, and adds about +0.04 eV at 15 Å, so the full shift is −2.68 eV. The correction derived here presupposes that exchange has been treated separately.

**Real atoms and real chip materials.** The measured ionization energy of lithium is roughly 5.4 eV, so the uncorrected box misses about a quarter of it. The Hartree–Fock value omits electron correlation. Full configuration interaction in a finite basis of s and p functions gives 5.384 eV, an increase of 0.044 eV. This is not converged: a larger basis with d functions raises the correlated value by about 0.006 eV, to 5.390 eV. Relativity, nuclear motion and the remaining basis error are not included. Orbital overlap between neighbouring cells lowers the 2s level of the atom at zero wave vector. An estimate from the 2s amplitude midway between cells gives about 0.0002 eV at 15 Å and about 0.003 eV at 12 Å, where it approaches the size term.

An edge of 15 Å is also close to that of a cubic silicon supercell of 216 atoms, roughly 16 Å. For a charged defect there, the assumption of a surrounding vacuum fails. In a medium with dielectric constant $\varepsilon$, the long-range potential of a localized charge is reduced by $\varepsilon$, and so is the leading term. With $\varepsilon$ roughly 12, as in silicon, 1.36 eV becomes about 0.11 eV at the same edge. This is only the leading term, for a charge confined well inside the cell. The size term found above does not carry over, because the polarized host contributes to the charge density, and the term that replaces it need not be small.

The numerical output below lists the Hartree–Fock and full configuration-interaction ionization energies to more digits.

## Numbers as computed

```
Coulomb constant k = 14.3996 eV angstrom
Ewald shells at eta = sqrt(pi)/L (dimensionless):
  n^2=1: members 6, real 0.073133, reciprocal 0.082533, running total -2.844334
  n^2=2: members 12, real 0.003333, reciprocal 0.003567, running total -2.837435
  n^2=3: members 8, real 0.000065, reciprocal 0.000068, running total -2.837301
alpha, Ewald sum = 2.837297
alpha, direct cube sum = 2.837297
Box edge L = 15 angstrom, ion charge q = +1 e:
  leading image error = -1.3619 eV
  second radial moment Q = -0.2498 e angstrom^2
  finite-size (Q) term = -0.00223 eV
  leading + Q term = -1.36410 eV
  self-consistent shift = -1.36410 eV
  shift of neutral atom = -4.1e-10 eV
Free-atom ionization energy, HF = 5.3407 eV
Ionization energy in the box = 3.9766 eV
Box value after leading correction = 5.3385 eV
Shift of ionization energy against box edge:
  L=12 angstrom: computed -1.7067 eV, leading -1.7023 eV, Q term -0.00436 eV
  L=15 angstrom: computed -1.3641 eV, leading -1.3619 eV, Q term -0.00223 eV
  L=20 angstrom: computed -1.0223 eV, leading -1.0214 eV, Q term -0.00094 eV
Neglected effects:
  ionization energy, full CI in s,p basis = 5.3843 eV
  correlation contribution = 0.0436 eV
  2s overlap with neighbour at 15 angstrom = 3.5e-05
  rough overlap energy scale = 1.1e-03 eV
```
